**Symmetric-top line strengths and Q-branch shares**

The program tests the rotational line strength S = (2J+1)(2J'+1)(J' 1 J; −K' q K)² and its closed forms for the P, Q and R branches. J is the total angular momentum, K its signed projection on the top axis, and q = K' − K is 0 for a parallel band and ±1 for a perpendicular band. It asserts that quadrature over the Euler angles reproduces the signed matrix elements for J up to 2 and the strengths for initial J up to 5, together with the sum rule, the reversal symmetry and the equal share of each polarization. It also asserts the Q strengths from angular momentum matrices, the P and R recursion by symbolic algebra, and the J = 10 strengths from 3j symbols. Thermal sums over levels are compared with the classical formula for the parallel Q share, and the gap is required to shrink when the temperature is raised. The output shows a parallel Q share of K²/(J(J+1)), which at J = 10 rises from 0 at K = 0 to 0.909 at K = 10, while the mean perpendicular share falls from 0.500 to 0.045. At 300 K the parallel Q share is 0.102 for the model prolate top and 0.429 for the model oblate top.

## Verification by program

```python
"""Line strengths of a rigid symmetric top, tested from the definition.

Result under test: summed over M, M' and space-fixed dipole components p,
  S = (2J+1)(2J'+1) * threej(J' 1 J; -K' q K)^2,  K' = K + q,
with closed forms for P, Q, R (J' = J-1, J, J+1). For q = 0 the Q share
S_Q/(2J+1) is K^2/(J(J+1)); for q = +1, -1 the mean Q share is
(1 - K^2/(J(J+1)))/2.
J: total angular momentum; K, M: its signed projections on the top axis and
on the space-fixed axis; q: body-fixed dipole component.
Thermal part: axial and B are rotational constants in cm^-1,
energy = B J(J+1) + (axial - B) K^2, beta = axial/B - 1.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import expm
from sympy.physics.wigner import wigner_3j


@lru_cache(None)
def threej(a, b, c, x, y, z):
    return float(wigner_3j(a, b, c, x, y, z))


def raising(J):
    m = np.arange(-J, J)
    return np.diag(np.sqrt(J * (J + 1.0) - m * (m + 1.0)), -1)


nodes, node_weights = np.polynomial.legendre.leggauss(16)
circle = 2 * np.pi * np.arange(32) / 32


@lru_cache(None)
def small_d(J):
    """Rotation matrices exp(-i theta J_y) at all quadrature nodes."""
    up = raising(J)
    jy = (up - up.T) / 2j
    return np.array([expm(-1j * t * jy).real for t in np.arccos(nodes)])


@lru_cache(None)
def circle_mean(n):
    return np.mean(np.exp(1j * n * circle)).real


def amplitude(Jf, Kf, Mf, J, K, M, p, q):
    """Direction-cosine matrix element by quadrature over Euler angles."""
    product = (small_d(Jf)[:, Mf + Jf, Kf + Jf]
               * small_d(1)[:, p + 1, q + 1]
               * small_d(J)[:, M + J, K + J])
    theta_part = node_weights @ product
    return (np.sqrt((2 * J + 1) * (2 * Jf + 1)) / 2 * theta_part
            * circle_mean(p + M - Mf) * circle_mean(q + K - Kf))


@lru_cache(None)
def strength_by_p(J, K, q, Jf):
    """Sum of squared amplitudes over M and M', for p = -1, 0, 1."""
    out = np.zeros(3)
    if Jf < 0 or abs(K + q) > Jf:
        return out
    for p in (-1, 0, 1):
        for M in range(-J, J + 1):
            if abs(M + p) <= Jf:
                out[p + 1] += amplitude(Jf, K + q, M + p, J, K, M, p, q)**2
    return out


def closed(J, K, q, branch):
    """Closed-form strength; branch is J' - J."""
    if J == 0 and branch < 1:
        return 0 * K
    if q == 0:
        if branch == 1:
            return ((J + 1)**2 - K**2) / (J + 1)
        if branch == 0:
            return (2 * J + 1) * K**2 / (J * (J + 1))
        return (J**2 - K**2) / J
    s = q * K
    if branch == 1:
        return (J + s + 1) * (J + s + 2) / (2 * (J + 1))
    if branch == 0:
        return (2 * J + 1) * (J - s) * (J + s + 1) / (2 * J * (J + 1))
    return (J - s) * (J - s - 1) / (2 * J)


# Signed matrix elements, including those forbidden by selection rules
states = [(J, K, M) for J in range(3)
          for K in range(-J, J + 1) for M in range(-J, J + 1)]
worst_amplitude = 0.0
for Jf, Kf, Mf in states:
    for J, K, M in states:
        for p in (-1, 0, 1):
            for q in (-1, 0, 1):
                formula = ((-1)**abs(Mf - Kf)
                           * np.sqrt((2 * J + 1) * (2 * Jf + 1))
                           * threej(Jf, 1, J, -Mf, p, M)
                           * threej(Jf, 1, J, -Kf, q, K))
                direct = amplitude(Jf, Kf, Mf, J, K, M, p, q)
                worst_amplitude = max(worst_amplitude, abs(formula - direct))
assert worst_amplitude < 1e-11

# Strengths, equal share of each p, sum rule and reversal, from quadrature
worst_strength = 0.0
for J in range(6):
    for K in range(-J, J + 1):
        for q in (-1, 0, 1):
            total = 0.0
            for branch in (-1, 0, 1):
                parts = strength_by_p(J, K, q, J + branch)
                direct = parts.sum()
                total += direct
                worst_strength = max(worst_strength,
                                     abs(direct - closed(J, K, q, branch)))
                assert np.allclose(parts, direct / 3, atol=1e-11)
                if J + branch >= abs(K + q):
                    back = strength_by_p(J + branch, K + q, -q, J).sum()
                    assert abs(back - direct) < 1e-11
            assert abs(total - (2 * J + 1)) < 1e-11
assert worst_strength < 1e-11

# Q strengths from matrix elements of the angular momentum itself
for J in range(1, 6):
    up = raising(J)
    components = {0: np.diag(np.arange(-J, J + 1.0)),
                  1: -up / np.sqrt(2), -1: up.T / np.sqrt(2)}
    for q, matrix in components.items():
        for K in range(-J, J + 1):
            if abs(K + q) <= J:
                value = ((2 * J + 1) * matrix[K + q + J, K + J]**2
                         / (J * (J + 1)))
                assert abs(value - strength_by_p(J, K, q, J).sum()) < 1e-11

# The R forms solve the recursion made of the sum rule and reversal
Js, Ks = sp.symbols("J K")
for q in (-1, 0, 1):
    rest = (closed(Js, Ks, q, 1) + closed(Js, Ks, q, 0)
            + closed(Js - 1, Ks + q, -q, 1) - (2 * Js + 1))
    assert sp.simplify(rest) == 0
    reverse = closed(Js, Ks, q, -1) - closed(Js - 1, Ks + q, -q, 1)
    assert sp.simplify(reverse) == 0

# Degenerate oscillator: component q reaches only l = q, with equal moment
lower = np.diag(np.sqrt(np.arange(1.0, 4)), 1)
ax, ay = np.kron(lower, np.eye(4)), np.kron(np.eye(4), lower)
x, y = (ax + ax.T) / np.sqrt(2), (ay + ay.T) / np.sqrt(2)
ell = 1j * (ax @ ay.T - ax.T @ ay)
one_quantum = [4, 1]
l_values, l_vectors = np.linalg.eigh(ell[np.ix_(one_quantum, one_quantum)])
assert np.allclose(l_values, [-1, 1])
for q in (-1, 1):
    dipole = -q * (x + 1j * q * y) / np.sqrt(2)
    moments = abs(l_vectors.conj().T @ dipole[one_quantum, 0])**2
    expected = np.where(np.round(l_values) == q, x[4, 0]**2, 0.0)
    assert np.allclose(moments, expected)

# Larger J against exact 3j symbols
J0 = 10
for K in range(-J0, J0 + 1):
    for q in (-1, 0, 1):
        for branch in (-1, 0, 1):
            Jf = J0 + branch
            exact = 0.0
            if abs(K + q) <= Jf:
                exact = ((2 * J0 + 1) * (2 * Jf + 1)
                         * threej(Jf, 1, J0, -K - q, q, K)**2)
            assert abs(exact - closed(J0, K, q, branch)) < 1e-10

k_wavenumber = constants.k / (constants.h * constants.c * 100)


def thermal_shares(axial, B, T):
    """P, Q, R shares of parallel and perpendicular bands; J=0 population."""
    kT = k_wavenumber * T
    parallel, perpendicular, norm = np.zeros(3), np.zeros(3), 0.0
    for J in range(401):
        K = np.arange(-J, J + 1.0)
        boltz = np.exp(-(B * J * (J + 1) + (axial - B) * K**2) / kT)
        norm += (2 * J + 1) * boltz.sum()
        for i, branch in enumerate((-1, 0, 1)):
            parallel[i] += boltz @ closed(J, K, 0, branch)
            both = closed(J, K, 1, branch) + closed(J, K, -1, branch)
            perpendicular[i] += boltz @ both / 2
    return parallel / norm, perpendicular / norm, 1 / norm


def classical_share(beta):
    root = np.sqrt(abs(beta))
    if beta > 0:
        return np.sqrt(1 + beta) * np.arcsinh(root) / root**3 - 1 / beta
    return 1 / root**2 - np.sqrt(1 + beta) * np.arcsin(root) / root**3


B, T = 0.5, 300.0
tops = {"prolate": 5.0, "oblate": 0.25}
results = {}
for name, axial in tops.items():
    par, perp, p0 = thermal_shares(axial, B, T)
    classical = classical_share(axial / B - 1)
    assert abs(par[1] - classical) < 1e-3  # quantum correction, order B/kT
    assert abs(perp[1] - (1 - p0 - par[1]) / 2) < 1e-12
    assert abs(par.sum() - 1) < 1e-10 and abs(perp.sum() - 1) < 1e-10
    results[name] = (par, perp, p0, classical)
hot = thermal_shares(tops["prolate"], B, 4 * T)[0][1]
cold_error = abs(results["prolate"][0][1] - results["prolate"][3])
hot_error = abs(hot - results["prolate"][3])
assert hot_error < 0.4 * cold_error
assert abs(classical_share(1e-3) - 1 / 3) < 1e-3
assert abs(classical_share(-1e-3) - 1 / 3) < 1e-3

print("All strengths and shares are dimensionless")
print(f"largest amplitude error, J<=2: {worst_amplitude:.1e}")
print(f"largest strength error, J<=5: {worst_strength:.1e}")
print(f"J = {J0}, sum of P+Q+R strengths = {2 * J0 + 1}")
print("Parallel band: K, P, Q, R, Q share")
for K in (0, 2, 5, 8, 10):
    p_, q_, r_ = (closed(J0, K, 0, b) for b in (-1, 0, 1))
    print(f" {K:2d} {p_:8.4f} {q_:8.4f} {r_:8.4f} {q_ / (2 * J0 + 1):7.4f}")
for dk in (1, -1):
    print(f"Perpendicular band, Delta K = {dk:+d}: K, P, Q, R, Q share")
    for K in (0, 2, 5, 8, 10):
        p_, q_, r_ = (closed(J0, K, dk, b) for b in (-1, 0, 1))
        print(f" {K:2d} {p_:8.4f} {q_:8.4f} {r_:8.4f}"
              f" {q_ / (2 * J0 + 1):7.4f}")
print("Mean perpendicular Q share, J = 10: K, share")
for K in (0, 5, 10):
    mean = (closed(J0, K, 1, 0) + closed(J0, K, -1, 0)) / (2 * (2 * J0 + 1))
    print(f" {K:2d} {mean:7.4f}")
print("Parallel Q share at K = 2: J, share")
for J in (2, 5, 10, 20):
    print(f" {J:2d} {closed(J, 2, 0, 0) / (2 * J + 1):7.4f}")
print(f"T = {T:.0f} K, kT/hc = {k_wavenumber * T:.2f} cm^-1, B = {B} cm^-1")
for name, axial in tops.items():
    par, perp, p0, classical = results[name]
    print(f"{name}: axial constant = {axial} cm^-1, beta = {axial / B - 1:.2f}")
    print(f" parallel P, Q, R shares: {par[0]:.4f} {par[1]:.4f} {par[2]:.4f}")
    print(f" classical parallel Q share: {classical:.4f}")
    print(f" perpendicular P, Q, R: {perp[0]:.4f} {perp[1]:.4f} {perp[2]:.4f}")
    print(f" population of J=0: {p0:.2e}")
print(f"prolate quantum-classical gap, {T:.0f} K: {cold_error:.2e}")
print(f"prolate quantum-classical gap, {4 * T:.0f} K: {hot_error:.2e}")
print("checks complete")
```

It prints:

```
All strengths and shares are dimensionless
largest amplitude error, J<=2: 1.0e-15
largest strength error, J<=5: 2.7e-15
J = 10, sum of P+Q+R strengths = 21
Parallel band: K, P, Q, R, Q share
  0  10.0000   0.0000  11.0000  0.0000
  2   9.6000   0.7636  10.6364  0.0364
  5   7.5000   4.7727   8.7273  0.2273
  8   3.6000  12.2182   5.1818  0.5818
 10   0.0000  19.0909   1.9091  0.9091
Perpendicular band, Delta K = +1: K, P, Q, R, Q share
  0   4.5000  10.5000   6.0000  0.5000
  2   2.8000   9.9273   8.2727  0.4727
  5   1.0000   7.6364  12.3636  0.3636
  8   0.1000   3.6273  17.2727  0.1727
 10   0.0000   0.0000  21.0000  0.0000
Perpendicular band, Delta K = -1: K, P, Q, R, Q share
  0   4.5000  10.5000   6.0000  0.5000
  2   6.6000  10.3091   4.0909  0.4909
  5  10.5000   8.5909   1.9091  0.4091
  8  15.3000   5.1545   0.5455  0.2455
 10  19.0000   1.9091   0.0909  0.0909
Mean perpendicular Q share, J = 10: K, share
  0  0.5000
  5  0.3864
 10  0.0455
Parallel Q share at K = 2: J, share
  2  0.6667
  5  0.1333
 10  0.0364
 20  0.0095
T = 300 K, kT/hc = 208.51 cm^-1, B = 0.5 cm^-1
prolate: axial constant = 5.0 cm^-1, beta = 9.00
 parallel P, Q, R shares: 0.4279 0.1021 0.4700
 classical parallel Q share: 0.1019
 perpendicular P, Q, R: 0.2497 0.4488 0.3014
 population of J=0: 2.09e-04
oblate: axial constant = 0.25 cm^-1, beta = -0.50
 parallel P, Q, R shares: 0.2685 0.4290 0.3025
 classical parallel Q share: 0.4292
 perpendicular P, Q, R: 0.3414 0.2855 0.3731
 population of J=0: 4.68e-05
prolate quantum-classical gap, 300 K: 2.32e-04
prolate quantum-classical gap, 1200 K: 6.64e-05
checks complete
```
